# Second-order spin-orbit lowering of the e quartet in a cubic field

## Result and conventions

Consider one electron in a d shell at a site of cubic symmetry. The cubic field places the e pair at energy $0$ and the $t_{2g}$ triplet at $\Delta>0$. Spin-orbit coupling adds $\zeta\,\mathbf L\cdot\mathbf S$, with $\mathbf L$ and $\mathbf S$ in units of $\hbar$ and $\zeta$ an energy. The two e orbitals with two spin directions form a quartet, whose energy becomes

$$E_e=-\frac{3}{2}\frac{\zeta^2}{\Delta}-\frac{3}{4}\frac{\zeta^3}{\Delta^2}+\frac{15}{8}\frac{\zeta^4}{\Delta^3}+\dots$$

There is no term linear in $\zeta$, and the quartet does not split. The reference is the e level without spin-orbit coupling.

The derivation assumes that the e and $t_{2g}$ states are pure d functions with a common radial part, so that one constant $\zeta$ serves the whole shell. Electron-electron interaction is left out. In a crystal, the result applies to site levels, or to bands at the zone centre when the states there are of this form.

## Why e can lie below $t_{2g}$

The order of the levels depends on the surroundings. Eight negative charges at the corners of a cube lie along the directions $(\pm1,\pm1,\pm1)$. The e functions $3z^2-r^2$ and $x^2-y^2$ vanish along these directions, whereas the $t_{2g}$ functions $yz$, $xz$ and $xy$ do not. An electron in $t_{2g}$ is therefore repelled more.

For charges of $-e$ each at distance $R$, with $e$ the elementary charge, and an electron on a shell of radius $0.4R$, the levels relative to their barycentre, in units of $e^2/(4\pi\varepsilon_0R)$, are $-0.0228$ for e and $+0.0152$ for $t_{2g}$. Six charges at the corners of an octahedron give the reverse order, $+0.0256$ and $-0.0171$.

Hafnium in cubic fluorite hafnia has the cube of eight oxygen neighbours. At the zone centre, covalency acts in the same direction, as shown below.

## How $\mathbf L$ acts on the e pair

Leave out the common radial factor and write the functions as quadratic polynomials:

$$u=\frac{2z^2-x^2-y^2}{\sqrt6},\qquad v=\frac{x^2-y^2}{\sqrt2},$$

$$|yz\rangle=\sqrt2\,yz,\qquad |xz\rangle=\sqrt2\,xz,\qquad |xy\rangle=\sqrt2\,xy.$$

All five have the same norm. On the unit sphere the averages are $\langle x^4\rangle=1/5$ and $\langle x^2y^2\rangle=1/15$, and the mean square of each function is $2/15$. For $v$, for instance, it is $\tfrac12(2/5-2/15)=2/15$.

The angular momentum is $\mathbf L=-i\,\mathbf r\times\nabla$. Its $x$ component acts on $u$ as

$$L_xu=-i(y\partial_z-z\partial_y)u=-i\,\frac{4yz+2yz}{\sqrt6}=-i\sqrt6\,yz=-i\sqrt3\,|yz\rangle .$$

For the $y$ component,

$$L_yu=-i(z\partial_x-x\partial_z)u=-i\,\frac{-2xz-4xz}{\sqrt6}=i\sqrt3\,|xz\rangle .$$

The $z$ component gives zero, because $u$ is symmetric about the $z$ axis. The same operators acting on $v$ give

$$L_xv=-i\,\frac{2yz}{\sqrt2}=-i|yz\rangle,\qquad L_yv=-i\,\frac{2xz}{\sqrt2}=-i|xz\rangle,$$

$$L_zv=-i(x\partial_y-y\partial_x)v=-i\,\frac{-4xy}{\sqrt2}=2i|xy\rangle .$$

Every result lies in $t_{2g}$. Let $P$ project on the e spin-orbitals and $Q=1-P$ on those of $t_{2g}$. Then

$$P\,\mathbf L\,P=0 .$$

With the abbreviation $A=\mathbf L\cdot\mathbf S$, this gives $PAP=0$, so the first-order shift vanishes. In physical terms, the e pair carries no orbital moment until it is mixed with $t_{2g}$.

## The second-order shift

The e level is degenerate, so second-order theory supplies an effective operator within the quartet. Each intermediate state lies in $t_{2g}$, and its energy denominator is $0-\Delta$:

$$H_2=-\frac{\zeta^2}{\Delta}\,P A Q A P .$$

Since $PAP=0$, the operator $A$ takes an e state wholly into $t_{2g}$. The projector $Q$ in the middle then changes nothing, and

$$PAQAP=PA^2P .$$

It remains to find $A^2$. With $\mathbf S=\boldsymbol\sigma/2$ we have $A=\tfrac12\sum_iL_i\sigma_i$. The Pauli matrices obey $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$, so

$$A^2=\frac14\sum_{ij}L_iL_j\sigma_i\sigma_j=\frac14\left[L^2+i\,\boldsymbol\sigma\cdot(\mathbf L\times\mathbf L)\right].$$

The components of $\mathbf L$ do not commute, and $\mathbf L\times\mathbf L=i\mathbf L$. The second term in the bracket is therefore $-\boldsymbol\sigma\cdot\mathbf L=-2A$. With $L^2=2(2+1)=6$ for a d shell,

$$A^2=\frac32-\frac12A .$$

Projecting on e removes the linear term, because $PAP=0$. What is left is $PA^2P=\tfrac32P$, and

$$H_2=-\frac32\frac{\zeta^2}{\Delta}\,P .$$

This is a multiple of the identity, so all four states move down together. The sign is that of ordinary level repulsion: the coupled states lie above and push the quartet down.

## The same factor from the matrix elements

The factor $3/2$ can also be counted directly. In $A|u\rangle=\tfrac12\sum_kL_k|u\rangle\sigma_k$, the different components $k$ lead to different, orthogonal $t_{2g}$ orbitals, so no cross terms survive in the norm. Since $\sigma_k^2=1$,

$$\|Au\|^2=\frac14(3+3+0)=\frac32,\qquad \|Av\|^2=\frac14(1+1+4)=\frac32 .$$

Half of the coupling of $u$ goes to $yz$ and half to $xz$. For $v$, two thirds goes to $xy$. The totals agree although the paths differ.

The element between $u$ and $v$ also vanishes:

$$\langle Av|Au\rangle=\frac14\left[(-i)^*(-i\sqrt3)+(-i)^*(i\sqrt3)+0\right]=\frac14(\sqrt3-\sqrt3)=0 .$$

## The closed form and the series

The relation for $A^2$ also gives the energy at any coupling strength. Take a normalized e state $|e\rangle$ and define

$$|w\rangle=\sqrt{\tfrac23}\,A|e\rangle .$$

This state lies in $t_{2g}$ and is normalized, because $\langle e|A^2|e\rangle=3/2$. Acting on it once more gives

$$A|w\rangle=\sqrt{\tfrac23}\left(\tfrac32-\tfrac12A\right)|e\rangle=\sqrt{\tfrac32}\,|e\rangle-\tfrac12|w\rangle .$$

The pair $|e\rangle,|w\rangle$ is therefore closed under the full Hamiltonian, with the matrix

$$\begin{pmatrix}0&\sqrt{3/2}\,\zeta\\ \sqrt{3/2}\,\zeta&\Delta-\zeta/2\end{pmatrix}.$$

Orthogonal choices of $|e\rangle$ give orthogonal $|w\rangle$, since $PA^2P=\tfrac32P$. The same matrix thus occurs four times, and the fourfold degeneracy holds at every order in $\zeta$.

Let $D=\Delta-\zeta/2$. The eigenvalues satisfy

$$E^2-DE-\frac32\zeta^2=0,\qquad E_\pm=\frac D2\pm\sqrt{\frac{D^2}{4}+\frac32\zeta^2},\qquad E_e=E_- .$$

The product of the two roots is $-\tfrac32\zeta^2$. One root is therefore negative for any nonzero $\zeta$, and within this model the lower quartet always lies below the original e level.

For small $\zeta/\Delta$, expanding the square root gives

$$E_e=-\frac{3\zeta^2}{2D}+\frac{9\zeta^4}{4D^3}+\dots$$

Next insert $1/D=\Delta^{-1}\left(1+\zeta/2\Delta+\zeta^2/4\Delta^2+\dots\right)$. The cubic term is $-\tfrac32\cdot\tfrac12=-\tfrac34$. The quartic term collects two parts, $-\tfrac32\cdot\tfrac14+\tfrac94=\tfrac{15}8$. This is the series stated at the start.

Numerical diagonalization of the ten-state Hamiltonian at small coupling gives the coefficients $-1.4998$, $-0.7497$ and $1.8747$. The small differences from $-3/2$, $-3/4$ and $15/8$ are remainders of higher order, since the coupling used is finite.

## The other levels and the limits

Four of the six $t_{2g}$ spin-orbitals are used up as states $|w\rangle$. The relation $A^2+\tfrac12A-\tfrac32=0$ allows $A$ the eigenvalues $1$ and $-\tfrac32$. The trace of $A$ over the whole shell is zero, and the four pairs contribute $4\times(-\tfrac12)=-2$. The two remaining states must contribute $+2$, so both have $A=1$ and energy $\Delta+\zeta$.

**No cubic field.** At $\Delta=0$ we have $D=-\zeta/2$, and the roots are $-\tfrac14\zeta\pm\tfrac54\zeta$. Four states lie at $-\tfrac32\zeta$ and six at $\zeta$. These are the $j=3/2$ and $j=5/2$ levels of the free ion.

**Reversed order.** If e lies above $t_{2g}$, the denominator changes sign and the quartet is raised by $\tfrac32\zeta^2/|\Delta|$ at leading order. Diagonalization gives the coefficient $+1.4998$. The lowering thus depends on e being the lower level.

**Distance to $t_{2g}$.** The separation between the two quartets does change at first order, by $-\zeta/2$, because the upper quartet moves. The statement about second order concerns the e level itself.

## Range of the leading term

Dividing the series by its first term gives

$$\frac{E_e}{-\frac32\zeta^2/\Delta}=1+\frac{\zeta}{2\Delta}-\frac54\frac{\zeta^2}{\Delta^2}+\dots$$

The ratio from diagonalization is $1.036$ at $\zeta/\Delta=0.10$, $1.039$ at $0.20$, $0.915$ at $0.50$ and $0.667$ at $1.00$. The leading term is first too small and later too large.

The crossing follows from the quadratic equation. Inserting $E=-\tfrac32\zeta^2/\Delta$ gives $\tfrac94\zeta^4/\Delta^2=\tfrac34\zeta^3/\Delta$, hence $\zeta/\Delta=1/3$. Agreement near that point is a cancellation of higher orders and not a sign that they are small. The square root in $E_\pm$ has branch points at $D^2+6\zeta^2=0$, that is at $|\zeta/\Delta|=1/\sqrt{1/4+6}=0.4$. The series converges only below this value, so at $0.50$ and $1.00$ the closed form must be used.

## Worked example: parameters in the range of hafnia

Take $\zeta=0.25$ eV and $\Delta=3.0$ eV as illustrative values for hafnium 5d states in cubic hafnia. Both are assumed, not computed for the crystal. This $\zeta$ is at the high end: it lies slightly above the value of roughly $0.24$ eV for a free Hf$^{3+}$ ion, and a less charged ion has a smaller value. Then $\zeta/\Delta=0.083$, and the leading term is

$$-\frac32\,\frac{(0.25\ \text{eV})^2}{3.0\ \text{eV}}=-31.3\ \text{meV}.$$

The third-order term adds $-1.3$ meV and the fourth-order term $+0.3$ meV. Diagonalization gives $-32.2$ meV, so the leading term falls short by about 3% of the full shift. The upper quartet lies at $2.907$ eV and the doublet at $3.250$ eV.

The quartet also acquires some $t_{2g}$ character. To first order, the amplitude of $|w\rangle$ is $-\sqrt{3/2}\,\zeta/\Delta$, so its weight is $\tfrac32(\zeta/\Delta)^2=1.04\%$. Diagonalization gives $1.10\%$.

## Covalency at the zone centre

At the zone centre of fluorite, all oxygen p orbitals of one sublattice enter with the same phase. Four of them surround the metal, along tetrahedral directions $\mathbf n$. Write a d function as $\mathbf r^TM\mathbf r$ with $M$ symmetric and traceless. Its hopping to the p orbitals is

$$\sum_{\mathbf n}\left[t_\sigma(\mathbf n^TM\mathbf n)\,\mathbf n+t_\pi\left(M\mathbf n-(\mathbf n^TM\mathbf n)\,\mathbf n\right)\right].$$

For e, $M$ is diagonal and every $n_i^2=1/3$, so $\mathbf n^TM\mathbf n=\tfrac13\mathrm{Tr}\,M=0$. The remaining term vanishes because $\sum\mathbf n=0$. The e states therefore do not mix with oxygen p here. The $t_{2g}$ states do mix when $t_\sigma\neq t_\pi$, and filled p states lying below push them up. With $\mathrm{Tr}\,M^2=1$ these strengths are $t_\sigma=\sqrt{3/2}\,V_{pd\sigma}$ and $t_\pi=\sqrt2\,V_{pd\pi}$ in Slater-Koster terms, so the condition reads $\sqrt3\,V_{pd\sigma}\neq2V_{pd\pi}$.

Suppose the upper $t_{2g}$ level has d weight $w$. The missing weight $1-w$ sits in an oxygen-derived level at depth $G$ below e, which pushes e upward. The squared coupling divides in proportion to the d weights:

$$E_e\approx-\frac32\zeta^2\left[\frac w\Delta-\frac{1-w}{G}\right].$$

Oxygen spin-orbit coupling is neglected. With the rough values $w=0.8$ and $G=6$ eV, and with $\zeta$ and $\Delta$ held fixed, the bracket is $0.267-0.033=0.233\ \text{eV}^{-1}$. The shift becomes $-21.9$ meV, which is 30% smaller than the pure-d value at the same order. Diagonalization of this extended model gives $-22.3$ meV.

## Comparison with real hafnia capacitors

The ferroelectric phase used in memory capacitors is orthorhombic and polar, so the assumption of a cubic site fails. As a measure of this, let a distortion split e by a rough $300$ meV, with $u$ lower and $t_{2g}$ kept degenerate. Spin-orbit coupling then moves the lower doublet by $-30.7$ meV and the upper by $-34.0$ meV. In this model each shift stays close to the cubic value, but the quartet is gone, and the distortion separates the doublets by far more than spin-orbit coupling moves them. In the real structure $t_{2g}$ splits as well, and the low symmetry also mixes e with $t_{2g}$. This estimate omits both effects. Once e is mixed with $t_{2g}$, $\mathbf L$ can connect the two lowest orbitals directly across their small gap, which pushes the lower doublet further down and the upper one up. The shifts can then differ strongly from the cubic value, and the upper one can change sign.

Away from the zone centre, the bands disperse. In a general direction e also mixes with $t_{2g}$, although in the cubic crystal symmetry forbids this along the line to the X point. Changing only the gap, to $2.0$ or $4.0$ eV, gives $-48.7$ or $-24.0$ meV. These figures show the sensitivity to the gap and are not bounds. The result is therefore not a prediction for the conduction-band edge, which need not lie at the zone centre.

Two operating scales are of similar size. The thermal energy at 358 K is $30.9$ meV, but a shift common to all four states does not alter their relative occupation. A field of 2 MV/cm changes the potential energy of an electron by $44$ meV over a rough metal-oxygen distance of 0.22 nm. This change is not itself a level shift: the potential of a uniform field is odd under inversion through the nucleus, apart from a constant, so it does not shift or mix pure d functions at first order. In the polar phase the metal site has no inversion centre, so the d states can mix with odd functions such as p, and a first-order shift becomes possible.

For the present parameters, the cubic model gives a shift of about $-32$ meV for pure d states, and the rough covalency values reduce it to about $-22$ meV. Both figures rest on a $\zeta$ at the high end. The leading term varies as $\zeta^2$, so $\zeta=0.20$ eV would lower its pure-d value from $-31$ to $-20$ meV. The numerical output below lists the values used here.

## Computed results

```
L elements, imaginary parts (dimensionless):
  <yz|Lx|u> -1.7321  <xz|Ly|u> 1.7321
  <yz|Lx|v> -1.0000  <xz|Ly|v> -1.0000  <xy|Lz|v> 2.0000
sum over t2g of squared L.S coupling: 1.5000
numerical coefficient, order 2: -1.4998
numerical coefficient, order 3: -0.7497
numerical coefficient, order 4: 1.8747
order 2 coefficient of zeta^2/|Delta|, e on top: 1.4998
point charges, shell radius / charge distance: 0.4
levels from barycentre, unit e^2/(4 pi eps0 R):
  cube: e -0.02276, t2g 0.01517
  octahedron: e 0.02560, t2g -0.01707
zone-centre p hopping / sigma strength: e 0.0000, t2g 1.5786
  (pi/sigma strength in this test: -0.45)
zeta: 0.25 eV
Delta: 3.00 eV
zeta/Delta: 0.0833
second-order shift: -31.250 meV
third-order term: -1.302 meV
fourth-order term: 0.271 meV
sum of the three terms: -32.281 meV
shift by diagonalization: -32.247 meV
t2g quartet: 2.9072 eV
t2g doublet: 3.2500 eV
t2g weight in e quartet: 1.097 %
leading estimate of that weight: 1.042 %
zeta/Delta and (diagonalized shift)/(second-order shift):
  0.02  1.0095
  0.05  1.0216
  0.10  1.0357
  0.20  1.0391
  0.50  0.9149
  1.00  0.6667
covalency: d weight of upper t2g 0.80, depth 6.0 eV
  second-order shift: -21.875 meV
  shift by diagonalization: -22.324 meV
distortion: e splitting without spin-orbit 300 meV
  shift of lower doublet: -30.681 meV
  shift of upper doublet: -33.980 meV
dispersion bracket: local gap changed by 1.0 eV
  shift at gap 2.0 eV: -48.733 meV
  shift at gap 4.0 eV: -24.044 meV
thermal energy at 358.15 K: 30.86 meV
field 2.0 MV/cm over 0.22 nm: 44.0 meV
```
